\section*{Flux from a Uniform Lambertian Disk to a Parallel On-Axis Element, part 1}

(Sections cited here and not found follow in the second part.)

\section{The flux law and its derivation}

An inverse-square estimate of the flux from an evaporating surface fails close to that surface. Treat a disk of radius $R$ as a point source, and the estimate for a facing element at distance $h$ is $R^2/h^2$ times the flux leaving the disk. At $h=R/2$ this says that four times as many atoms arrive on each square centimetre as leave each square centimetre. As $h$ goes to zero the estimate grows without limit. Atoms that fly in straight lines from a diffuse emitter cannot be concentrated in this way. A second error affects even distant elements: if the emitted atoms are spread evenly over a hemisphere of area $2\pi h^2$, the flux straight above the source comes out too small by a factor of two, because an ideal evaporating surface favours its normal direction.

Both errors disappear when the emission is summed over the disk with the correct angular law. Let $J_0$ be the number of atoms emitted per unit area and unit time, the same at every point of the disk. Let $F$ be the number arriving per unit area and unit time at a small element which lies on the axis of the disk, is parallel to it and faces it. The result is
\begin{equation}
\frac{F}{J_0}=\frac{R^2}{R^2+h^2}.
\label{main}
\end{equation}
This fraction compares two flux densities, one arriving and one leaving, each per unit area. It is not the share of all emitted atoms that the element catches. That share depends on the area of the element and is found below.

The angular law comes first. Consider a liquid in equilibrium with its saturated vapour at temperature $T$, and suppose that the surface is ideal in the sense that every vapour atom striking it condenses. In equilibrium the atoms leaving the surface balance those arriving, separately for each speed and each angle to the normal. Since no atom is reflected, all the leaving atoms have evaporated. Now remove the vapour. Evaporation is governed by the state of the liquid, so at the same surface temperature the liquid continues to emit the same atoms. The emission into vacuum is therefore the outgoing half of the equilibrium velocity distribution.

Let $n$ be the number density of the saturated vapour, $m$ the atomic mass and $k$ Boltzmann's constant. The Maxwell distribution, normalised to one over all velocities, is
\begin{equation}
f(v)=\left(\frac{a}{\pi}\right)^{3/2}e^{-av^2},\qquad a=\frac{m}{2kT}.
\end{equation}
Atoms with speed $v$ at angle $\theta$ to the surface normal cross a unit area at the rate given by their density times their normal velocity $v\cos\theta$. A volume element in velocity space is $v^2\,dv\,d\Omega$, where $d\Omega$ is the solid angle of the directions. The flux per unit solid angle, summed over speeds, is then
\begin{equation}
I(\theta)=n\cos\theta\int_0^\infty v^3f(v)\,dv .
\end{equation}
The substitution $y=av^2$ gives $v^3\,dv=y\,dy/(2a^2)$, and $\int_0^\infty y\,e^{-y}dy=1$, so that
\begin{equation}
\int_0^\infty v^3f\,dv=\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}
=\frac{1}{2\pi^{3/2}a^{1/2}} .
\end{equation}
The mean speed contains the same integral, multiplied by the full solid angle $4\pi$:
\begin{equation}
\bar v=4\pi\int_0^\infty v^3f\,dv=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
Hence $I(\theta)=n\bar v\cos\theta/(4\pi)$. The total flux follows by integrating over the outgoing hemisphere, for which
\begin{equation}
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\cdot\frac12=\pi .
\end{equation}
This gives $J_0=n\bar v/4$. With the ideal-gas relation $n=p/(kT)$ for the vapour pressure $p$,
\begin{equation}
J_0=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}},
\qquad I(\theta)=\frac{J_0}{\pi}\cos\theta .
\label{emission}
\end{equation}
The second relation is the Lambert, or cosine, law. Its denominator is $\pi$ and not $2\pi$ because the factor $\cos\theta$ halves the integral over the hemisphere. Along the normal, $I(0)=J_0/\pi$ is twice the value $J_0/(2\pi)$ of an emission spread evenly over directions. This is the factor of two mentioned at the start.

The cosine has a simple geometrical origin. The density of atoms in velocity space does not depend on direction, but a patch of surface seen obliquely has a smaller projected area. Fewer atoms leave it along an oblique direction in the same proportion. A surface with this property looks equally bright from every angle, and this will give a second route to the result.

For the transfer from disk to element, assume that atoms travel in straight lines without collisions, that nothing blocks their path and that no other surface emits. Take a patch $dS$ of the disk at distance $s$ from its centre. The distance from patch to element is $r=\sqrt{s^2+h^2}$. If the element has area $dA$ and its normal makes an angle $\theta'$ with the line of flight, the patch sees it under the solid angle $\cos\theta'\,dA/r^2$. The patch sends $I(\theta)\,dS$ atoms per unit time into each unit of solid angle. Multiplying the two and dividing by $dA$ gives the contribution to the arriving flux,
\begin{equation}
dF=\frac{J_0}{\pi}\,\frac{\cos\theta\cos\theta'}{r^2}\,dS .
\label{transfer}
\end{equation}
The two cosines have different origins. The first belongs to the emission law; the second says that an inclined element intercepts a narrower beam. Because the disk and the element are parallel, their normals make the same angle with the line joining them, and
\begin{equation}
\cos\theta=\cos\theta'=\frac{h}{r} .
\end{equation}

All patches at the same $s$ contribute equally, so they can be collected into a ring of area $dS=2\pi s\,ds$. Equation (\ref{transfer}) becomes
\begin{equation}
F=\frac{J_0}{\pi}\int_0^R\frac{h^2}{(s^2+h^2)^2}\,2\pi s\,ds
=2J_0h^2\int_0^R\frac{s\,ds}{(s^2+h^2)^2}.
\label{ring}
\end{equation}
Put $w=s^2+h^2$. Then $s\,ds=dw/2$, and the limits become $h^2$ and $R^2+h^2$. The antiderivative of $w^{-2}$ is $-w^{-1}$, so
\begin{align}
F&=J_0h^2\int_{h^2}^{R^2+h^2}\frac{dw}{w^2}
=J_0h^2\left[\frac1{h^2}-\frac1{R^2+h^2}\right]\nonumber\\
&=J_0\left[1-\frac{h^2}{R^2+h^2}\right]=J_0\frac{R^2}{R^2+h^2},
\end{align}
which is equation (\ref{main}).

The second route looks back from the element. The combination $\cos\theta\,dS/r^2$ in equation (\ref{transfer}) is the solid angle $d\Omega'$ which the source patch occupies as seen from the element. Therefore
\begin{equation}
dF=\frac{J_0}{\pi}\cos\theta'\,d\Omega' .
\label{view}
\end{equation}
Neither the distance nor the inclination of the patch appears any longer. A more distant patch sends fewer atoms, but a given solid angle then contains more source area, and the two changes cancel. The disk fills a cone about the axis with half-angle $\alpha$, where $\tan\alpha=R/h$. Integration over this cone gives
\begin{equation}
F=\frac{J_0}{\pi}\,2\pi\int_0^\alpha\cos\theta'\sin\theta'\,d\theta'
=J_0\sin^2\alpha .
\label{cone}
\end{equation}
Since $\sin\alpha=R/\sqrt{R^2+h^2}$, the two forms agree. Equation (\ref{cone}) also says more than the ring sum did: any Lambertian surface with the same uniform $J_0$ that fills the same cone, whether flat or curved, delivers the same flux to the element.

The cone picture also handles a small tilt. If $\mathbf u$ is the unit vector from the element towards the source and $\mathbf N$ the normal of the element, then $\cos\theta'=\mathbf N\cdot\mathbf u$. By symmetry the integral of $\mathbf u$ over the cone points along the axis, and its length is $\int\cos\theta'\,d\Omega'=\pi\sin^2\alpha$, taken for the untilted element. Tilting the normal by an angle $\gamma$ therefore multiplies the flux by $\cos\gamma$, provided that the whole disk remains in front of the element, that is, $\gamma+\alpha\le90^\circ$. For small $\gamma$ in radians the relative loss is about $\gamma^2/2$.

Close to the disk, $h\ll R$, the fraction tends to one. The element sees emitting surface in nearly every direction and receives $J_0$, just as it would inside a closed vessel of saturated vapour. Far away, $h\gg R$, the result becomes $F\simeq J_0R^2/h^2$. The ratio of this far formula to the full one is
\begin{equation}
\frac{R^2/h^2}{R^2/(R^2+h^2)}=1+\frac{R^2}{h^2},
\end{equation}
so the far formula is too large by $R^2/h^2$, relative to the full result. At $h=5R$ the values are 0.0400 and 0.0385, an excess of 4\%. At $h=R$ they are 1 and 0.5. Direct summation of equation (\ref{transfer}) over patches of the disk, without the ring integral, gives 0.800000 at $h=R/2$, 0.500000 at $h=R$ and 0.002494 at $h=20R$, in agreement with equation (\ref{main}) to the digits shown.

The saturation near the disk can be traced to the part of the surface that matters. Let $s_{1/2}$ be the radius of the central region that supplies half of the flux. Equation (\ref{main}) applied to that region requires
\begin{equation}
\frac{s_{1/2}^2}{s_{1/2}^2+h^2}=\frac12\frac{R^2}{R^2+h^2}.
\end{equation}
Cross-multiplication gives $2s_{1/2}^2(R^2+h^2)=R^2s_{1/2}^2+R^2h^2$, and hence
\begin{equation}
s_{1/2}=\frac{Rh}{\sqrt{R^2+2h^2}} .
\end{equation}
For $h\gg R$ this is $R/\sqrt2$, the radius enclosing half of the area: a distant element weights all parts of the disk equally. For $h\ll R$ it is close to $h$. The element then draws half its flux from a central region whose radius is about equal to its own distance, and enlarging the disk hardly helps.

Subtraction gives the flux from a ring-shaped source with inner radius $R_1$ and outer radius $R_2$:
\begin{equation}
\frac{F}{J_0}=\frac{R_2^2}{R_2^2+h^2}-\frac{R_1^2}{R_1^2+h^2}
=\frac{h^2(R_2^2-R_1^2)}{(R_1^2+h^2)(R_2^2+h^2)} .
\end{equation}
This vanishes both at $h=0$, where the element faces the empty centre, and at large $h$. With $x=h^2$, the factor $x/[(R_1^2+x)(R_2^2+x)]$ is the reciprocal of $x+R_1^2+R_2^2+R_1^2R_2^2/x$. The derivative of that expression, $1-R_1^2R_2^2/x^2$, vanishes at $x=R_1R_2$, where the expression is smallest. The on-axis flux is therefore greatest at $h=\sqrt{R_1R_2}$.

Finally, the whole disk emits $\pi R^2J_0$ atoms per unit time, while a small element of area $dA$ receives $F\,dA$. The share of all atoms that it catches is
\begin{equation}
\frac{F\,dA}{\pi R^2J_0}=\frac{dA}{\pi(R^2+h^2)} .
\label{share}
\end{equation}
At fixed $h$, a larger disk raises the flux but lowers this share, because the added atoms start farther from the axis. Following atoms emitted at random from the disk with the cosine law, towards a circular receiver of radius $0.1R$ at $h=R$, gave a share of 0.00498. Equation (\ref{share}) gives $0.01/2=0.00500$. The count has statistical scatter, and the receiver is small but not infinitesimal.

For a uniform disk that emits by the cosine law, the flux at a facing element on the axis is $J_0R^2/(R^2+h^2)$, and the share of all emitted atoms caught by a small element of area $dA$ is $dA/[\pi(R^2+h^2)]$. It remains to apply these results to a silver source and to examine how far the assumptions about emission, collisions and other emitting surfaces hold.

Numerical values quoted here were computed with a short program.
